\section*{Sinclair Boundary Conditions as Block Gauss-Seidel Iteration, with Convergence Rate}

\section{Two atoms in a harmonic lattice}

Take an infinite simple cubic lattice with one scalar displacement per atom and a spring $k$ between nearest neighbours. Give the bond between two neighbouring atoms the spring $\alpha k$, and pull these two atoms with opposite forces $\pm p$. By symmetry their displacements are $\pm x$. The pair stands for a core treated by quantum mechanics, the other atoms for its classical surroundings.

The obvious algorithm alternates two relaxations: the pair with all other atoms fixed, then the other atoms with the pair fixed. In the first step each core atom has five bonds to fixed atoms and one bond stretched by $2x$, so its stiffness is $(5+2\alpha)k$. The second step returns a force $\sigma x$ to the atom, because the surroundings follow it. To find $\sigma$, let $G$ be the Green's function of the unaltered lattice, the decaying displacement caused by a unit force. Force balance at the loaded atom reads
\begin{equation}
6kG(0)-6kG(1)=1,\qquad\text{so}\qquad G(0)-G(1)=\frac{1}{6k}.
\end{equation}
Opposite unit forces on two neighbours thus displace them by $\pm 1/(6k)$: with free surroundings the unaltered pair has stiffness $6k$. With fixed surroundings it has $7k$, the above value at $\alpha=1$. The difference is $\sigma=k$. An error $x$ left by one cycle becomes $\sigma x/[(5+2\alpha)k]$ in the next, a factor
\begin{equation}
\lambda=\frac{1}{5+2\alpha}.
\end{equation}

At $\alpha=1$ this is $1/7$. The lattice is then perfect, its response $G$ is known, and still the algorithm iterates. The flaw lies in holding the core fixed while the surroundings relax. For larger cores it becomes serious.

\section{Why the naive scheme slows down}

Let region 1 be the core, region 2 a layer around it, and region 3 the rest. The reference Hessian $K$ is positive, and blocks carry region labels. Region 2 is at least as wide as the force range, so that $K_{31}=0$. The true Hessian is $K+\Delta$, with $\Delta$ confined to the 11 block. Forces on the atoms are $p-(K+\Delta)u$, with loads $p$ on regions 1 and 2 only. The lattice is three-dimensional and $G$ decays, with $KG=GK=1$. Write
\begin{equation}
H=K_{11}+\Delta,\qquad S=(G_{11})^{-1},\qquad \Sigma=K_{11}-S .
\end{equation}

The matrix $S$ is the stiffness of the unaltered core with free surroundings. Indeed, forces $q$ on the core alone give $u_1=G_{11}q$, hence $q=Su_1$, and all other atoms are in balance. The core rows of $Ku=q$ read $K_{11}u_1+K_{12}u_2=Su_1$, so
\begin{equation}
K_{12}u_2=-\Sigma u_1 .
\end{equation}
Relaxing the surroundings can only lower the energy, so $S\le K_{11}$ and $\Sigma\ge0$, as inequalities between quadratic forms. Stability of the altered lattice means $S+\Delta>0$; stability of the core with fixed surroundings means $H>0$. The first is assumed; the second then follows, because $H=S+\Delta+\Sigma$ and $\Sigma\ge0$.

If the naive scheme has core error $e$, its relaxed surroundings carry the error that exerts the force $\Sigma e$ on the core. The next core error is $H^{-1}\Sigma e$. The eigenvalues $\lambda$ of $H^{-1}\Sigma$ are real and lie in $[0,1)$, and since $H-\Sigma=S+\Delta$, the largest one, $\rho_{\rm n}$, obeys
\begin{equation}
1-\rho_{\rm n}=\min_x\frac{x^{T}(S+\Delta)x}{x^{T}Hx}.
\label{gap}
\end{equation}
If only bonds inside the core are altered, a rigid displacement $x=\mathbf 1$ gives $\Delta\mathbf 1=0$, and
\begin{equation}
1-\rho_{\rm n}\le\frac{\mathbf 1^{T}S\mathbf 1}{\mathbf 1^{T}K_{11}\mathbf 1}.
\label{rigid}
\end{equation}
The denominator is $k$ times the number of bonds that leave the core. For a ball of large radius $R$, in lattice spacings, each of the three bond directions has about $\pi R^2$ rows of atoms, each leaving the ball twice: $6\pi R^2$ bonds. The numerator is the force that displaces the ball by one unit. In the continuum the field outside is $R/r$ and the force $4\pi kR$. The bound therefore falls as $2/(3R)$ to leading order: in the worst case, an error close to a rigid shift of the core, the naive scheme needs a number of cycles that grows at least in proportion to the radius.

For $R=5$ and $\alpha=2$ the computed gap is $0.1212$ and the bound (\ref{rigid}) is $0.1213$. This closeness suggests that the slowest error is nearly a rigid shift of the core. The surroundings hold the core back, the core holds the surroundings back, and each cycle gains little.

\section{Coordinates that do not fight each other}

Gauss-Seidel iteration is fast when its blocks are weakly coupled. Core and outer displacements are strongly coupled even in the perfect lattice. A better second coordinate is a displacement field to which the perfect core has already adapted. Let $E_j$ place a vector on region $j$ and zeros elsewhere, and write
\begin{equation}
u=E_1a+GE_2b .
\label{coord}
\end{equation}
Here $a$ displaces core atoms alone, and $b$ is a set of forces on region 2 to which the whole perfect lattice responds. The coupling of the two through $K$ vanishes:
\begin{equation}
E_1^{T}KGE_2=E_1^{T}E_2=0 .
\end{equation}
In the energy, only $\Delta$ couples them.

The form (\ref{coord}) can represent the solution. The solution obeys $Ku=p-E_1\Delta u_1$, whose right side lives on regions 1 and 2. Call its core part $q$. Since $K_{31}=0$,
\begin{equation}
E_1a=GKE_1a=G\,(E_1K_{11}a+E_2K_{21}a),
\end{equation}
so the choice $a=K_{11}^{-1}q$, $b=p_2-K_{21}a$ gives $u=G(E_1q+E_2p_2)$, as required.

Now insert (\ref{coord}) into the force balance. In row 1, $K$ contributes $K_{11}a$ and nothing from $b$, while $\Delta$ acts on the full core displacement $a+G_{12}b$. In row 2, $KG=1$ gives $b$ itself. In row 3 both terms vanish. Hence
\begin{align}
Ha+\Delta G_{12}\,b&=p_1, \label{row1}\\
K_{21}a+b&=p_2. \label{row2}
\end{align}

Solving the two rows in turn gives the following cycle.
\begin{enumerate}
\item Relax the core with all other atoms fixed. This changes $a$ at fixed $b$ and solves (\ref{row1}).
\item Read the forces left on region 2, the incompatibility forces
\begin{equation}
f=p_2-K_{21}a-b .
\end{equation}
\item Move all atoms by $GE_2f$. This is $b\to b+f=p_2-K_{21}a$, which solves (\ref{row2}).
\end{enumerate}
This is Sinclair's scheme of flexible boundary conditions. It is block Gauss-Seidel iteration on the rows (\ref{row1}) and (\ref{row2}), with unknowns $a$ and $b$ instead of the displacements of core and surroundings. For $\Delta=0$ the rows are triangular: $a$ still enters the second, but $b$ drops out of the first, so one pass solves both. Step 3 balances the forces on region 2; it does not minimise the energy over $b$. A cycle can therefore raise the energy, and convergence is not automatic. Region 3 stays free of force throughout, provided it starts so; $u=0$ is a valid start. The cycle uses the tabulated $G$ of the perfect lattice directly. The naive scheme needs the response of a lattice with a fixed inclusion; this also follows from $G$, but through a linear system that depends on the shape of the core.

In step 3 one may leave the core atoms where they are. The next core relaxation overwrites their positions, and the outer displacements are the same; this was tested over four cycles. What matters is that the surroundings move as if the core would follow. In a core with several energy minima, however, the starting positions can decide which minimum is reached.

\section{The convergence rate}

Errors obey (\ref{row1}) and (\ref{row2}) without loads. The first gives $a=-H^{-1}\Delta G_{12}b$, and the new $b$ is $-K_{21}a$:
\begin{equation}
b\to Mb,\qquad M=K_{21}H^{-1}\Delta G_{12}.
\label{M}
\end{equation}
For $\Delta=0$ this is zero: one cycle gives the solution. If step 3 leaves the core atoms in place, a final core relaxation must follow.

Products $AB$ and $BA$ share their nonzero eigenvalues. Moving $K_{21}$ to the right turns $M$ into the core matrix $T=H^{-1}\Delta G_{12}K_{21}$. The 11 block of $GK=1$, with $K_{31}=0$, gives $G_{12}K_{21}=1-G_{11}K_{11}$. With
\begin{equation}
X=G_{11}-K_{11}^{-1}
\end{equation}
this is $-XK_{11}$, so $T=-H^{-1}\Delta XK_{11}$. A similarity transformation moves $K_{11}$ to the front:
\begin{equation}
K_{11}TK_{11}^{-1}=-K_{11}H^{-1}\Delta X=-DX,
\end{equation}
where, using $K_{11}=H-\Delta$,
\begin{equation}
D=(H-\Delta)H^{-1}\Delta=\Delta-\Delta H^{-1}\Delta .
\end{equation}
The transpose $-XD$ has the same eigenvalues $\tau$. The asymptotic error factor per cycle is
\begin{equation}
\rho=\max|\tau|,\qquad \tau\in\operatorname{spec}(-XD).
\label{rate}
\end{equation}

$X$ is the compliance that the core gains when its surroundings are set free. It is positive semidefinite because $S\le K_{11}$ implies $S^{-1}\ge K_{11}^{-1}$. $D$ is what remains of the stiffness change once the core has relaxed in fixed surroundings: an imposed core displacement $v$ is corrected by $a=-H^{-1}\Delta v$, and $\Delta(v+a)=Dv$. Since $X$ has a square root, the $\tau$ are also the eigenvalues of the symmetric matrix $-X^{1/2}DX^{1/2}$, and so they are real. Replacing $\Delta$ by $H-K_{11}$ gives $D=K_{11}-K_{11}H^{-1}K_{11}$, which has the sign of $\Delta$ when $\Delta$ has one. A stiffened core thus has $\tau\le0$ and error modes that alternate in sign; a softened core has $\tau\ge0$ and error modes that decay without alternation. The error of a single atom is a sum of modes and need not follow this pattern in every cycle.

No $\tau$ reaches 1. To see this, multiply out, using $SG_{11}=1$:
\begin{align}
H(1-T)&=K_{11}+\Delta-\Delta(1-G_{11}K_{11})\nonumber\\
&=K_{11}+\Delta G_{11}K_{11}=(S+\Delta)\,G_{11}K_{11}.
\end{align}
Replace $\Delta$ by $t\Delta$ and let $t$ grow from 0 to 1. Both $K_{11}+t\Delta=(1-t)K_{11}+tH$ and $S+t\Delta=(1-t)S+t(S+\Delta)$ stay positive, so $1-T$ stays invertible. The real eigenvalues start at 0, move continuously, and cannot cross 1. The cycle therefore converges from every start of the form (\ref{coord}) if and only if $\tau_{\min}>-1$. Softening alone never breaks it; too much stiffening can.

\section{One mode, and the price of the better coordinates}

If $K_{11}$, $\Delta$ and $\Sigma$ share an eigenvector, with eigenvalues $\kappa$, $\delta$ and $\sigma$, then on it
\begin{equation}
X=\frac{1}{\kappa-\sigma}-\frac1\kappa=\frac{\sigma}{\kappa(\kappa-\sigma)},\qquad
D=\frac{\kappa\delta}{\kappa+\delta},
\end{equation}
and
\begin{equation}
\tau=-\frac{\delta\,\sigma}{(\kappa+\delta)(\kappa-\sigma)},\qquad
\lambda=\frac{\sigma}{\kappa+\delta}.
\label{mode}
\end{equation}
The ratio $|\tau|/\lambda=|\delta|/(\kappa-\sigma)$ decides between the schemes: Sinclair's wins on this mode if the stiffness change is smaller than the stiffness of the unaltered core with free surroundings.

For the pair of atoms under opposite forces, $\kappa=7k$, $\sigma=k$ and $\delta=2(\alpha-1)k$, so
\begin{equation}
\tau=-\frac{\alpha-1}{3(2\alpha+5)} .
\end{equation}
At $\alpha=2$ this is $-1/27=-0.037$, against $\lambda=1/9$. At $\alpha=20$ it is $-19/135=-0.141$, against $\lambda=1/45$: for a very stiff pair pulled by opposite forces the naive scheme is faster. This does not extend to loads that also shift both atoms together. For such a shift $\delta=0$, so $\tau=0$, while $\lambda=\sigma/\kappa$ keeps its value however stiff the bond is.

Two limits of (\ref{mode}) show where trouble lies. As $\delta\to-(\kappa-\sigma)$ the altered lattice approaches an instability, and $\tau$ and $\lambda$ both tend to 1. As $\delta\to\infty$ the core becomes rigid in this mode and $\tau\to-\sigma/(\kappa-\sigma)$, which is below $-1$ when $\sigma>\kappa/2$. The surroundings then move as if the core would yield. It does not yield, and the opposite force that results is larger than the one just removed.

\section{A guarantee for scaled bonds}

Let every bond inside the core be scaled by $\alpha>0$, and let $B$ be the Hessian of these bonds before scaling, so that $\Delta=(\alpha-1)B$. The remaining bonds have non-negative energy, also after the surroundings relax, hence $B\le S$. It follows that $B^{1/2}G_{11}B^{1/2}\le1$, because its largest eigenvalue is the maximum of $x^{T}Bx/x^{T}Sx$. As $X$ differs from $G_{11}$ by the negative definite $-K_{11}^{-1}$, all eigenvalues of $XB$ are strictly below 1.

For $\alpha>1$, $0\le D\le\Delta=(\alpha-1)B$, and so $|\tau|<\alpha-1$. For $\alpha<1$, $H\ge\alpha B$ gives $BH^{-1}B\le B/\alpha$, and
\begin{equation}
-D=(1-\alpha)B+(1-\alpha)^2BH^{-1}B\le\frac{1-\alpha}{\alpha}\,B .
\end{equation}
Together with $\tau<1$,
\begin{equation}
|\tau|<\alpha-1\ \ (\alpha>1),\qquad 0\le\tau<\min\!\left(1,\tfrac1\alpha-1\right)\ \ (\alpha<1).
\end{equation}
These limits hold for any size and shape of the core. With $\alpha\le2$ the cycle converges. For $\tfrac12<\alpha<2$ its error factor moreover has a bound below 1 that does not depend on the core, while for a ball-shaped core the gap of the naive scheme closes as the radius grows.

\section{Numbers for a spherical core}

The perfect-lattice $G$ follows from $G=\int_0^\infty e^{-Ks}\,ds$. $K$ is a sum of three commuting one-dimensional second differences, and $e^{t(z+1/z)}=\sum_l I_l(2t)z^l$ supplies the exponential of each. With $t=ks$,
\begin{equation}
G(l,m,n)=\frac1k\int_0^\infty e^{-6t}I_l(2t)I_m(2t)I_n(2t)\,dt ,
\end{equation}
with $I_l$ the modified Bessel functions. The model parameters are $k=0.02$ hartree/bohr$^2$ and $\alpha=2$, with forces of $\pm0.01$ hartree/bohr on the atoms at $(2,1,0)$ and $(0,-1,1)$. The core has radius 3 and 123 atoms; region 2 has 134. This is a mechanical model of the coupling and contains no electronic calculation.

The norm of $f$ in the first four cycles is $1.761\times10^{-3}$, $1.946\times10^{-4}$, $2.709\times10^{-5}$ and $3.890\times10^{-6}$ hartree/bohr. Successive ratios are $0.111$, $0.139$ and $0.144$. Between cycles 7 and 8 the ratio is $1.770/12.08\approx0.147$, and (\ref{rate}) predicts $0.147$ asymptotically. The loaded atom at $(2,1,0)$ moves by $0.0645$ bohr, or $3.41$ pm. A separate solution in a cube of $31^3$ atoms with fixed surroundings differs by $5\times10^{-4}$ of the largest core displacement. With $\alpha=1$ the second cycle finds only rounding error, $5\times10^{-15}$ of the first force.

The cycle matrix was also built column by column from bond forces and agreed with (\ref{M}) and (\ref{rate}). One such test used random core springs between $0.1k$ and $10k$; its $\tau$ ran from $-0.410$ to $0.004$.

The error factors per cycle depend on the core radius as follows.
\begin{center}
\begin{tabular}{ccccc}
$R$ & atoms & naive, $\alpha=2$ & Sinclair, $\alpha=2$ & Sinclair, $\alpha=20$\\
2 & 33 & 0.724 & 0.098 & 0.457\\
3 & 123 & 0.799 & 0.147 & 0.766\\
4 & 257 & 0.845 & 0.185 & 1.081\\
5 & 515 & 0.879 & 0.207 & 1.404
\end{tabular}
\end{center}
At $R=5$ and $\alpha=2$, one decimal digit costs asymptotically $\ln10/|\ln0.879|\approx18$ naive cycles, or $\ln10/|\ln0.207|\approx1.5$ Sinclair cycles. The naive figure belongs to the nearly rigid shift, which a load with a net force excites strongly and a load without net force hardly at all. The next naive factor is $0.611$, about 5 cycles per digit. For the pair of opposite forces above, a relative error of $10^{-3}$ in the core displacements takes 12 naive and 5 Sinclair core relaxations, and $10^{-6}$ takes 34 and 9. In QM/MM each cycle contains a full quantum relaxation of the core, so even this smaller gain matters. At $\alpha=20$ Sinclair's scheme diverges for radii 4 and 5. The run at $R=5$ grew by the predicted factor $1.404$ per cycle.

\section{Curing the divergence}

Since the surroundings overshoot, move them less: $b\to b+\omega f$. For errors $f=(M-1)b$, so each eigenvalue $\tau$ of $M$ becomes $1-\omega(1-\tau)$. As all $\tau<1$, the damped cycle converges for $0<\omega<2/(1-\tau_{\min})$, with $\tau_{\min}$ the smallest eigenvalue of $M$. For a stiffened core the range is $[\tau_{\min},0]$. The worst factor is smallest when its ends give opposite values, $1-\omega=\omega(1+|\tau_{\min}|)-1$:
\begin{equation}
\omega=\frac{2}{2+|\tau_{\min}|},\qquad \rho_\omega=\frac{|\tau_{\min}|}{2+|\tau_{\min}|}<1 .
\end{equation}
For $R=5$, $\alpha=20$ this gives $\omega=2/3.404=0.588$ and $\rho_\omega=1.404/3.404=0.412$, which the damped run reproduced.

\section{What a quantum core adds}

A real core is anharmonic. Near a solution, differentiating the two force balances gives (\ref{row1}) and (\ref{row2}) for small errors, with $\Delta$ taken from the core Hessian at the solution. Formula (\ref{rate}) is then a local rate. With core bonds of tension $2ks+cs^3$ at stretch $s$ and $c=1$ hartree/bohr$^4$, the largest stretch in the loaded core is $0.046$ bohr and the stiffest bond reaches $2+3(0.046)^2/0.02\approx2.32$ in units of $k$. The rate changes from $0.147$ to $0.149$. The numerical derivative of the cycle at the solution agreed with (\ref{M}).

The other assumptions are demands on the coupling. The derivation of (\ref{rate}) requires that atoms of region 2 already respond like the perfect lattice described by $G$. If the quantum method and $G$ have different force constants there, $\Delta$ reaches into region 2, and step 3 no longer solves its row. If bonds between regions 2 and 3 are altered too, the damage is worse: they exert additional forces on region 3, which the cycle does not read, so it can converge to a wrong solution. If region 2 is narrower than the force range, core displacements leave forces $-K_{31}a$ on region 3 that the cycle never reads; it can stop at $f=0$ without being in equilibrium. Finally, the proof of real eigenvalues needs a symmetric $\Delta$, so core forces must derive from one energy. Vector displacements change none of the block algebra, but the rates above belong to the scalar model, and the size-independent bounds need an energy made of non-negative bond terms that are scaled uniformly, which real force constants need not supply. The derivation also assumes a decaying three-dimensional $G$; for straight dislocations and cracks the problem is two-dimensional, $G$ grows logarithmically, and the formulas do not apply as written. The rates and the values of the main examples are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
spring k = 0.02 hartree/bohr^2
applied forces = +/-0.01 hartree/bohr
k G(0) = 0.252731
k [G(0)-G(1)] = 0.166667
two-atom core, alpha  0.5: tau = 0.027778
two-atom core, alpha  2.0: tau = -0.037037
two-atom core, alpha 20.0: tau = -0.140741
radius 3: atoms in regions 1, 2 = 123, 134
radius 3, alpha 2: predicted rate = 0.14675
cycle 1: |f| = 1.761e-03 hartree/bohr
cycle 2: |f| = 1.946e-04 hartree/bohr
cycle 3: |f| = 2.709e-05 hartree/bohr
cycle 4: |f| = 3.890e-06 hartree/bohr
cycle 5: |f| = 5.650e-07 hartree/bohr
cycle 6: |f| = 8.250e-08 hartree/bohr
cycle 7: |f| = 1.208e-08 hartree/bohr
cycle 8: |f| = 1.770e-09 hartree/bohr
displacement at (2,1,0) = 0.064485 bohr
the same = 3.4124 pm
alpha 1: |f| cycle 1 = 2.600e-03 hartree/bohr
alpha 1: |f| cycle 2 / cycle 1 = 4.7e-15
clamped cube, relative difference = 4.9e-04
soft 0.5: tau from -0.00000 to 0.09992
stiff 2: tau from -0.14675 to 0.00000
random: tau from -0.41039 to 0.00449
R, atoms, Sinclair rate for alpha = 0.5, 2, 20
2   33 0.07102 0.09790 0.45697
3  123 0.09992 0.14675 0.76555
4  257 0.11878 0.18522 1.08086
5  515 0.12641 0.20726 1.40399
R, plain rate, its gap, gap bound (alpha = 2)
2 0.72439 0.27561 0.27578
3 0.79852 0.20148 0.20168
4 0.84458 0.15542 0.15549
5 0.87881 0.12119 0.12128
R 5, alpha 20: measured growth per cycle = 1.40399
best damping omega = 0.58755
damped rate: predicted 0.41245
damped rate: measured 0.41245
quartic constant = 1.0 hartree/bohr^4
largest core stretch = 0.04624 bohr
largest tangent spring / k = 2.3208
anharmonic core: local rate = 0.14855
\end{verbatim}
